Why SnTe has a trivial strong index yet protected surface cones

**The situation**

Cleave a SnTe crystal along (001), or end a SnTe layer inside a memory stack on that face. Band theory gives a bulk gap of a few tenths of an eV, crossed at the surface by cone-shaped bands. The strong topological index, which guarantees surface states from time reversal alone, is nevertheless zero. The cones rest on a crystal symmetry instead, so they survive some treatments of the surface and not others.

Two counts explain this. Four band inversions cancel in the strong index. Two lie in each {110} mirror plane, where they add. The second count needs care: two inversions alone allow a total of zero or two, and a further symmetry selects two.

**Four inversions cancel**

Take rocksalt SnTe with cubic lattice constant a, time reversal T and inversion P. Its reciprocal vectors are (2π/a)(p,q,r), with p, q, r all even or all odd. Eight momenta satisfy k ≡ −k: Γ, three X and four L. At each, the occupied states form Kramers pairs, and δ is the product of one parity per pair. The strong index ν₀ follows from

(−1)^ν₀ = product of δ over the eight momenta.

Use p orbitals on both atoms and invert about a Sn site. A p orbital is odd, so Sn Bloch states have parity −1 at all eight momenta. Te atoms are displaced by τ = (0,0,a/2), which adds a phase:

P(Te) = −exp(−2ik·τ) = −exp(−ik_z a).

At Γ and X, k_z a is 0 or ±2π, so P(Te) = −1. At L, k_z a = ±π, so P(Te) = +1.

Three pairs are occupied. At Γ and X all states are odd, so δ = (−1)³ = −1. At L the normal ionic order fills three Te pairs, so δ = +1. Inversion replaces one by a Sn pair, so δ = −1. In the inverted crystal

(−1)^ν₀ = (−1)(−1)³(−1)⁴ = +1.

The weak indices use sets of four momenta, each holding two L and two X points. Their products are (−1)²(−1)² = +1, so these indices vanish too.

**Two inversions per mirror plane**

Let M exchange x and y. Its invariant plane k_x = k_y contains

L₁ = (π/a)(1,1,1), L₂ = (π/a)(1,1,−1).

For L₃ = (π/a)(1,−1,1), ML₃ − L₃ = (2π/a)(−1,1,0). This mixes odd and even integers, so it is not a reciprocal vector. M therefore exchanges L₃ with the fourth L point. By cubic symmetry each of the six {110} planes holds two L points. A {100} mirror shifts every L point by (2π/a)(±1,0,0), again not a reciprocal vector, so those planes hold none.

**What inverts the bands**

A 12-band model makes the inversion explicit. The on-site energy is +m on Sn and −m on Te. Neighbouring Sn and Te p orbitals hop along their bond with amplitude V. Next neighbours hop with +t (Sn) or −t (Te) times the projections of both orbitals on the bond. Spin-orbit coupling is ξL·S, with L and S in units of ħ.

The Sn–Te coupling of orbital α is 2V cos(k_α a/2), which vanishes at L. The Sn next-neighbour matrix has diagonal elements 2t Σ cos(k_α a/2)cos(k_β a/2), summed over β ≠ α, and off-diagonal elements −2t sin(k_α a/2)sin(k_β a/2). At L₁ the diagonal is zero and every off-diagonal element is −2t. The orbital along n = (1,1,1)/√3 has energy −4t, and the two transverse orbitals have +2t.

Label orbitals by angular momentum 0, ±1 along n. Spin-orbit coupling mixes |0↑⟩ with |+1↓⟩, and their time-reversed partners likewise. For Sn the block is

m + [ −4t, ξ/√2 ; ξ/√2, 2t − ξ/2 ].

Its diagonal average is −t − ξ/4 and half its diagonal difference is 3t − ξ/4. The lower level is

E_Sn = m − t − ξ/4 − R₁, R₁ = √[(3t − ξ/4)² + ξ²/2].

For Te replace m by −m and t by −t, and take the upper level:

E_Te = −m + t − ξ/4 + R₂, R₂ = √[(3t + ξ/4)² + ξ²/2].

Subtracting gives

E_Sn − E_Te = 2(m − m_c), 2m_c = 2t + R₁ + R₂.

For the parameters below these are the band edges at L, and they are inverted when m < m_c.

Take the round values a = 0.63 nm, m = 0.90, V = 1.50, t = 0.20 and ξ = 0.80 eV. Then R₁ = √(0.16 + 0.32) = 0.693 eV and R₂ = √(0.64 + 0.32) = 0.980 eV, so m_c = 1.036 eV. The occupied Sn level lies at −0.193 eV and the empty Te level at 0.080 eV. The inverted gap is 0.273 eV.

**Each inversion changes a Chern number by one**

Move away from L₁ by q. To first order the Sn–Te coupling is −Va q_α. Write the two edge states as

Sn: cosθ₁|0↑⟩ − sinθ₁|+1↓⟩, tan2θ₁ = √2ξ/(6t − ξ/2),

Te: cosθ₂|0↑⟩ + sinθ₂|+1↓⟩, tan2θ₂ = √2ξ/(6t + ξ/2).

For q along n, every orbital has the same coupling −Vaq/√3. The overlap is cosθ₁cosθ₂ − sinθ₁sinθ₂ = cosθ, with θ = θ₁ + θ₂.

For q perpendicular to n, the coupling conserves spin and changes the orbital label by one or two. The two-step part has no element between the edge states. The one-step part joins each Sn state to the time-reversed Te partner, cosθ₂|0↓⟩ + sinθ₂|−1↑⟩. With |±1⟩ = ∓(e₁ ± ie₂)/√2 and q along e₁, the element from |−1⟩ to |0⟩ is −Vaq/√6, and that from |0⟩ to |+1⟩ is +Vaq/√6. The minus sign in the Sn state makes the contributions add: −(Vaq/√6)(cosθ₁sinθ₂ + sinθ₁cosθ₂). Thus

ħv∥ = (Va/√3)cosθ, ħv⊥ = (Va/√6)sinθ.

Here θ = 45°, so the values are 0.386 and 0.273 eV nm. Without spin-orbit coupling, and with t > 0, θ = 0 and the transverse velocity vanishes. Spin-orbit coupling is thus needed, in this model, for a cone that disperses linearly in every direction.

On the mirror plane M commutes with H. For spin one-half M² = −1, so states separate into sectors +i and −i. Let e₁ lie in the plane. In the space of the two partners M acts as −iσ_y, equally on Sn and Te, and the transverse coupling is −iħv⊥q₂σ_y. Setting σ_y = s = ±1 leaves two bands per sector:

H_s = μτ_z − ħv∥q₁τ_x + sħv⊥q₂τ_y, μ = m − m_c,

apart from a common energy. Here τ acts on the Sn and Te states, and q₁, q₂ run along n and e₁.

Write H_s = d·τ. The Berry flux of the lower band, in units of 2π and up to an overall sign convention, is

(1/4π)∫ d·(∂₁d × ∂₂d)/|d|³ d²q.

The triple product is −s ħ²v∥v⊥μ. With p₁ = ħv∥q₁ and p₂ = ħv⊥q₂, the integral becomes

−(sμ/2)∫₀^∞ p dp/(μ² + p²)^(3/2) = −(s/2)sgn μ.

Each L point contributes half a unit, and reversing μ changes it by one. The rest of the plane supplies the remainder, which makes the total over the closed plane an integer and does not jump when μ changes sign.

**Why the two changes add**

Let M_z reverse k_z. Reflections in perpendicular planes anticommute for spin one-half, so M_z exchanges the two sectors. It also reverses orientation in the plane. With k₁ measured along [110], the Berry curvatures Ω obey

Ω₊(k₁,k_z) = −Ω₋(k₁,−k_z).

Time reversal commutes with M but conjugates the eigenvalue i. It exchanges the sectors, reverses k and changes the sign of the curvature:

Ω₋(k) = −Ω₊(−k).

Inserting the second relation into the first gives

Ω₊(k₁,k_z) = Ω₊(−k₁,k_z).

This maps L₁ to (π/a)(−1,−1,1) = −L₂, which is equivalent to L₂. Both changes therefore have the same sign. Starting from the normal insulator with zero Chern numbers, two inversions give |C₊| = 2. Time reversal gives C₋ = −C₊, so

C_m = (C₊ − C₋)/2, |C_m| = 2.

Direct integration of the lattice Berry flux gives (C₊,C₋) = (−2,2) at m = 0.90 eV and (0,0) at m = 1.20 eV, other parameters fixed. The {100} planes give zero. To isolate the L points, μ was changed from +0.01 to −0.01 eV and the flux collected in a window of ±6% of each in-plane reciprocal vector. It changed by −0.98 at both points. The missing 2% is of the size expected for a finite window, which loses a fraction of order |μ|/p at its edge.

A distortion along [111] tests the counting in another way. It is an inversion-preserving shift of chosen size, not the polar distortion of real SnTe mentioned at the end. Let it raise the effective m by 0.24 eV at L₁ and lower it by 0.08 eV at the other three. L₁ returns to normal order and three inversions remain. The computed strong index becomes 1, and |C_m| falls to 1 in the plane through L₁ and L₂.

**From the mirror plane to surface cones**

L₁ and L₂ differ only in k_z, so on (001) both project to the surface point X̄. The mirror plane projects to the line Γ̄X̄. Chern numbers ∓2 require a net two edge modes per sector, running in opposite directions for opposite sectors. Near X̄ the simplest form allowed by time reversal is

+i: E = E₀ + ħux ± Δ,
−i: E = E₀ − ħux ± Δ,

where x is the distance from X̄ along the line, u the mode velocity and 2Δ the splitting. Equal signs cross at X̄, at E₀ ± Δ. Opposite signs cross at energy E₀ when ħux + Δ = −ħux − Δ, or the same with Δ reversed, so x = ∓Δ/(ħu). The mirror forbids mixing at these crossings.

A film of 40 atomic layers, 12.3 nm thick, has its cone 0.359 nm⁻¹ from X̄. At X̄ the gap is 238 meV, so Δ = 119 meV and the linear form gives ħu = 0.119/0.359 = 0.33 eV nm.

The bulk cone offers a comparison. Since n makes equal angles with the cubic axes, v_z² = (v∥² + 2v⊥²)/3 and ħv_z = 0.315 eV nm. At a boundary where μ changes sign, the part of the surface-direction coupling parallel to the k_z coupling only shifts k_z. The perpendicular part leaves u = v∥v⊥/v_z, or ħu = 0.386 × 0.273/0.315 = 0.33 eV nm. The close agreement is accidental. The film's slope at the crossing itself is 0.37 eV nm. In the same film, Δ divided by the cone distance is 0.38 eV nm at m = 0.82 eV and 0.27 eV nm at m = 0.96 eV, while v∥v⊥/v_z does not depend on m. The linear form and the boundary rule give only the size of u for a sharp surface.

Moving 0.090 and 0.180 nm⁻¹ off the mirror line opens gaps of 38 and 76 meV, the linear growth of a cone. The four states nearest the crossing have at least 96% of their weight in the outer ten layers on each side. Time reversal supplies a second cone beyond X̄, and fourfold rotation repeats the pair at the other X̄. There are four cones per surface, an even number as the zero strong index requires.

**What removes the cones**

Thickness matters first. The bulk estimate of the decay length is ħv_z/|μ| = 0.315/0.136 = 2.3 nm. This is rough: the evanescent bulk states at the momentum and energy of the cone decay over 1.75 nm. With 40 layers the smallest gap found at the cone is 0.23 meV, while with 12 layers the smallest gap on the line is 58 meV. The fall is not monotonic: 10, 11, 12 and 13 layers give 89, 35, 58 and 30 meV, and 30 layers give 0.03 meV. A film only a few nanometres thick does not have two independent surfaces.

Symmetry matters next. A polar displacement was represented by changing each Sn–Te hopping to V(1 + u·d), where d is the unit vector from Sn to Te and u has length 0.08. For u along [110] or [1−10], opposite hoppings along x and along y are strengthened and weakened by 0.08/√2, or 5.7%. At fixed thickness:

- Along [110], within the mirror plane, the residual gap is 3 meV.
- Along [1−10], normal to that plane, the smallest gap found is 29 meV.

Symmetry requires the first gap to vanish for an isolated surface. In the film it is a thickness effect: it falls as 8.4, 3.1, 1.2 and 0.4 meV for 30, 40, 50 and 60 layers. A displacement of this size is not weak. It lowers the smallest direct bulk gap from 0.273 to about 0.15 eV and lengthens the decay to 3.1 nm, while the sector Chern numbers keep magnitude 2. The second number comes from a search along the line and two points off it, so it bounds the true minimum from above. The [1−10] displacement lies in the other vertical {110} plane, whose two cones remain protected.

Breaking the mirror does not by itself guarantee a gap. On (001), twofold rotation C₂z combined with T leaves k unchanged and squares to +1. It permits a basis in which the two-band Hamiltonian is real, which excludes the third Pauli matrix as a mass. A perturbation that breaks the mirror but respects this symmetry can move a cone off the line; a small one cannot gap it. An in-plane polar displacement breaks C₂z and can open a gap.

**Real films and practical choices**

The lattice constant and gap are in the rough range of SnTe. The model omits s orbitals, surface relaxation and surface charge, so cone position and energy should not be taken as material predictions. Nor should the result v∥ > v⊥. At low temperature SnTe can distort along a ⟨111⟩ axis, which preserves some {110} mirrors and breaks others. The 29 meV gap belongs to a displacement of chosen size, not one fitted to SnTe. It is comparable with the thermal energy at 300 K, 26 meV, so a gap of that size would be a weak switch at room temperature.

The assumption most strongly broken is an insulating bulk. Native Sn vacancies supply holes, commonly 10²⁰ to 10²¹ cm⁻³. At 10²⁰ cm⁻³ the bulk model at zero temperature places the Fermi level 0.08 eV below the valence-band top and 0.21 to 0.22 eV below the cone. At 300 K these values become 0.07 and 0.20 eV, and in the 40-layer film the distance to the cone is roughly 0.19 eV. Over 12.3 nm this density amounts to 1.2 × 10¹⁴ holes per cm², several times the roughly 2 × 10¹³ cm⁻² that a silicon dioxide gate can induce near breakdown. Conduction through such a film is therefore not evidence of surface transport.

For a device meant to use the cones, first reduce the hole density by growth or compensation. Then keep the film several decay lengths thick and choose a face that preserves a {110} mirror. The neighbouring layer should be an insulator with normal band order whose gap overlaps that of SnTe in energy. With the normal phase of the model (m = 1.20 eV) as neighbour, the common gap closes for band offsets beyond ±0.30 eV. For offsets of 0 and ±0.2 eV the cones lie within about 0.01 nm⁻¹ of X̄, so the position and splitting found for the cleaved surface do not carry over to a buried interface. If the neighbouring layer is amorphous or the interface strongly stepped, the mirror holds at best on average, and the clean-surface argument no longer guarantees a gapless interface.

The numerical output below lists the remaining values.

Values computed for the example and the checks

```
Lattice constant a: 0.63 nm
Parameters m, V, t, xi: 0.90, 1.50, 0.20, 0.80 eV
Critical on-site energy m_c: 1.0363 eV
Cation level at L (occupied): -0.1928 eV
Anion level at L (empty): 0.0798 eV
Inverted gap at L: 0.2726 eV
Smallest direct gap found in bulk: 0.273 eV
Valence top, conduction bottom found: -0.193, 0.080 eV
Mixing angle sum theta: 45.00 degrees
hbar v parallel, formula and bands: 0.3858, 0.3858 eV nm
hbar v perpendicular, formula and bands: 0.2728, 0.2728 eV nm
v parallel, perpendicular: 5.86e+05, 4.14e+05 m/s
Parity products, normal, Gamma X X X: [-1, -1, -1, -1]
Parity products, normal, four L: [1, 1, 1, 1]
Parity products, inverted, Gamma X X X: [-1, -1, -1, -1]
Parity products, inverted, four L: [-1, -1, -1, -1]
Strong index and weak indices, inverted: 0 [0, 0, 0]
L points in the six {110} planes: [2, 2, 2, 2, 2, 2]
L points in the three {100} planes: [0, 0, 0]
Sector Chern numbers (+i, -i), {110}, inverted: [-2, 2]
Sector Chern numbers (+i, -i), {110}, normal: [0, 0]
Sector Chern numbers (+i, -i), {100}, inverted: [0, 0]
Mirror Chern: inverted, normal, distorted, {100}: [-2.0, 0.0, -1.0, 0.0]
Flux change at the two L points, +i: -0.980, -0.980
Distortion eps: 0.08 eV; inverted L points: 3
Distorted: strong index: 1
Slab: 40 layers, thickness 12.29 nm
Cone distance from X-bar: 0.359 1/nm
Cone energy: -0.0615 eV
Slab gap at cone: 0.23 meV
Slab gap at X-bar: 238.2 meV
Smallest gap on line, 12 layers: 57.54 meV
Off-line steps: 0.090, 0.180 1/nm
Gaps at these steps: 38.1, 75.7 meV
Cone weight in outer 10+10 layers: 0.968
Polar hopping asymmetry: 0.08
Gap, displacement in mirror plane: 3.08 meV
Gap, displacement normal to it: 28.93 meV
Thermal energy at 300 K: 25.9 meV
Rough hole density: 1e+20 cm^-3
Fermi level below valence top: 0.08 eV
Fermi level below cone: 0.22 eV
Fermi-level difference of two half meshes: 0.003 eV
```
